# Iteration count of linear mixing in long metal cells: test program

```python
# Result under test: linear density mixing n -> n + alpha*(F[n]-n) in a metal
# cell of length L needs, at the best constant alpha,
#   N = ln(1/tol)/ln((kappa+1)/(kappa-1)),  kappa = 1 + (k_TF*L/(2*pi))**2
# iterations, so N grows as L**2 for long cells.
# F: Kohn-Sham output density; k_TF: Thomas-Fermi wavevector; kappa: ratio of
# largest to smallest eigenvalue of the dielectric matrix; tol: error reduction.
# Internal units are Hartree atomic units. Potentials vary along the long axis
# only; motion across it is free and is integrated analytically.
import numpy as np
from scipy import constants as sc
from scipy.special import expit
from pyscf.dft import libxc

BOHR_NM = sc.value('Bohr radius') * 1e9
HARTREE_EV = sc.value('Hartree energy in eV')
DENSITY_NM3 = 180.0
TOL = 1e-6
WIDTH_NM = 0.4
n0 = DENSITY_NM3 * BOHR_NM**3
kf = (3 * np.pi**2 * n0)**(1 / 3)
ktf = np.sqrt(4 * kf / np.pi)


class Cell:
    """Electrons in a periodic cell; densities are cosine coefficients."""

    def __init__(self, length_nm, smear_ev=0.1, plane_nm=None, plane_ev=0.0,
                 insulating=False):
        self.length = length_nm / BOHR_NM
        self.smear = smear_ev / HARTREE_EV
        b = 2 * np.pi / self.length
        half = int(np.ceil(2.5 * kf / b))
        nk = int(round(16 / length_nm))
        g = np.arange(-half, half + 1)
        k = (np.arange(nk // 2) + 0.5) / nk      # -k gives the same density
        self.nk = len(k)
        kinetic = 0.5 * (b * (g + k[:, None]))**2
        self.kinetic = kinetic[:, :, None] * np.eye(len(g))
        self.order = np.abs(g[:, None] - g)
        self.q = b * np.arange(1, 2 * half + 1)
        self.coulomb = 4 * np.pi / self.q**2
        self.external = np.zeros(2 * half + 1)
        self.filled = None
        if plane_nm is not None:
            planes = int(round(length_nm / plane_nm))
            self.external[planes] = plane_ev / HARTREE_EV
            if insulating:
                self.filled = planes
        self.mu = kf**2 / 2
        self.base = np.zeros(2 * half)
        self.base = self.response(np.zeros(2 * half))
        if insulating:
            e = np.linalg.eigvalsh(self.kinetic + self.external[self.order])
            self.gap = e[:, self.filled].min() - e[:, self.filled - 1].max()

    def occupation(self, energy):
        """Electrons per area in each state, both spins."""
        if self.filled is not None:
            occ = np.zeros_like(energy)
            occ[:, :self.filled] = n0 * self.length / self.filled
            return occ
        for _ in range(60):
            x = (self.mu - energy) / self.smear
            occ = self.smear / np.pi * np.logaddexp(0, x)
            excess = occ.sum() / self.nk - n0 * self.length
            move = excess / (expit(x).sum() / np.pi / self.nk)
            self.mu -= move
            if abs(move) < 1e-13:
                break
        x = (self.mu - energy) / self.smear
        return self.smear / np.pi * np.logaddexp(0, x)

    def response(self, change):
        """Output density change caused by an input density change."""
        pot = self.external.copy()
        pot[1:] += self.coulomb * change
        energy, state = np.linalg.eigh(self.kinetic + pot[self.order])
        occ = self.occupation(energy)
        dm = ((state * occ[:, None, :]) @ state.transpose(0, 2, 1)).sum(0)
        sums = np.bincount(self.order.ravel(), weights=dm.ravel())
        return sums[1:] / (2 * self.length * self.nk) - self.base

    def dielectric(self):
        """Derivative of (input - output) density by central differences."""
        size = len(self.q)
        matrix = np.eye(size)
        for m in range(size):
            d = np.zeros(size)
            d[m] = 1e-5 / self.coulomb[m]
            diff = self.response(d) - self.response(-d)
            matrix[:, m] -= diff / (2 * d[m])
        return matrix


def spectrum(matrix):
    return np.sort(np.linalg.eigvals(matrix).real)


def count_iterations(cell, alpha, amplitude, limit=10000):
    rng = np.random.default_rng(1)
    error = amplitude * n0 * rng.choice([-1.0, 1.0], size=len(cell.q))
    start = np.linalg.norm(error)
    count = 0
    while np.linalg.norm(error) > TOL * start:
        error = error + alpha * (cell.response(error) - error)
        count += 1
        assert count < limit, "self-consistency run did not converge"
    return count


def kappa_tf(length_nm):
    return 1 + (ktf * length_nm / BOHR_NM / (2 * np.pi))**2


def n_formula(kappa):
    return np.log(1 / TOL) / np.log((kappa + 1) / (kappa - 1))


def lindhard(q):
    x = q / (2 * kf)
    return 0.5 + (1 - x**2) / (4 * x) * np.log(abs((1 + x) / (1 - x)))


def eps_lindhard(q):
    return 1 + ktf**2 / q**2 * lindhard(q)


print(f"electron density = {DENSITY_NM3:.0f} nm^-3")
print(f"Fermi wavevector = {kf / BOHR_NM:.2f} nm^-1")
print(f"Fermi energy = {kf**2 / 2 * HARTREE_EV:.2f} eV")
print(f"Thomas-Fermi wavevector k_TF = {ktf / BOHR_NM:.2f} nm^-1")
print(f"2 pi/k_TF = {2 * np.pi / ktf * BOHR_NM:.4f} nm")
print(f"error reduction = {TOL:.0e}, ln(1/tol) = {np.log(1 / TOL):.3f}")

# Metal: dielectric matrix from the definition, then real iteration runs.
lengths = [1.0, 2.0, 4.0, 8.0]
kappa_num, kappa_ins, runs = {}, {}, {}
worst_lindhard = 0.0
for L in lengths:
    cell = Cell(L)
    eps = cell.dielectric()
    eig = spectrum(eps)
    kappa_num[L] = eig[-1] / eig[0]
    low = cell.q < 1.5 * kf
    dev = np.abs(np.diag(eps)[low] / eps_lindhard(cell.q[low]) - 1).max()
    worst_lindhard = max(worst_lindhard, dev)
    assert abs(eig[0] - 1) < 0.01
    assert abs(kappa_num[L] / kappa_tf(L) - 1) < 0.03
    kerker = cell.q**2 / (cell.q**2 + ktf**2)
    pre = spectrum(kerker[:, None] * eps)
    kappa_pre = pre[-1] / pre[0]
    assert kappa_pre < 2
    print(f"L = {L:.0f} nm: q_min = {cell.q[0] / BOHR_NM:.4f} nm^-1, "
          f"kappa formula = {kappa_tf(L):.2f}, computed = {kappa_num[L]:.2f}")
    print(f"  smallest eigenvalue = {eig[0]:.4f}, "
          f"kappa with q^2/(q^2+k_TF^2) = {kappa_pre:.3f}")
    alpha = 2 / (eig[-1] + eig[0])
    if L <= 4:
        runs[L] = count_iterations(cell, alpha, 3e-5)
        assert abs(runs[L] / n_formula(kappa_tf(L)) - 1) < 0.10
        print(f"  best alpha = {alpha:.5f}, N formula = "
              f"{n_formula(kappa_tf(L)):.0f}, N counted = {runs[L]}")
    else:
        print(f"  best alpha = {alpha:.5f}, N formula = "
              f"{n_formula(kappa_tf(L)):.0f} (no run)")
assert worst_lindhard < 0.01
print(f"largest deviation from Lindhard = {100 * worst_lindhard:.3f} %")
slope12 = np.log2(runs[2.0] / runs[1.0])
slope24 = np.log2(runs[4.0] / runs[2.0])
assert 1.85 < slope24 < 2.05
print(f"growth exponent of counted N, 1 to 2 nm = {slope12:.3f}")
print(f"growth exponent of counted N, 2 to 4 nm = {slope24:.3f}")
coef = 0.5 * (ktf / BOHR_NM / (2 * np.pi))**2 * np.log(1 / TOL)
print(f"N/L^2 for long cells = {coef:.2f} nm^-2")
print(f"N at 8 nm from the L^2 law alone = {coef * 64:.0f}")

# Stability limit of alpha, tested on the lowest mode.
cell2 = Cell(2.0)
limit_alpha = 2 / kappa_tf(2.0)
growth = {}
for factor in (0.9, 1.1):
    err = np.zeros(len(cell2.q))
    err[0] = 3e-5 * n0
    first = err[0]
    for _ in range(10):
        err = err + factor * limit_alpha * (cell2.response(err) - err)
    growth[factor] = abs(err[0] / first)
assert growth[0.9] < 0.3 and growth[1.1] > 3
print(f"stability limit of alpha at 2 nm = {limit_alpha:.5f}")
print(f"lowest-mode error after 10 steps at 0.9 limit = {growth[0.9]:.3f}")
print(f"lowest-mode error after 10 steps at 1.1 limit = {growth[1.1]:.3f}")
critical = 2 * np.pi / ktf * np.sqrt(2 / 0.1 - 1) * BOHR_NM
print(f"critical length at fixed alpha 0.1 = {critical:.3f} nm")

# Safer step alpha = 1/eps_max from a larger initial error.
safe = 1 / kappa_tf(2.0)
n_safe = np.log(1 / TOL) / -np.log(1 - safe)
n_large = count_iterations(cell2, safe, 3e-3)
assert abs(n_large / n_safe - 1) < 0.10
wave_ev = 2 * cell2.coulomb[0] * 3e-3 * n0 * HARTREE_EV
print(f"larger start at 2 nm: lowest potential wave = {wave_ev:.2f} eV")
print(f"  alpha = {safe:.5f}, N linear theory = {n_safe:.0f}, "
      f"N counted = {n_large}")
n_safe8 = np.log(1 / TOL) / -np.log(1 - 1 / kappa_tf(8.0))
print(f"N at 8 nm with alpha = 1/eps_max: {n_safe8:.0f}")

# Insulator contrast: one filled band, same mean density.
for L in lengths:
    ins = Cell(L, plane_nm=0.25, plane_ev=4.0, insulating=True)
    eig = spectrum(ins.dielectric())
    kappa_ins[L] = eig[-1] / eig[0]
assert ins.gap > 0
assert kappa_ins[8.0] / kappa_ins[4.0] < 1.1
assert kappa_num[8.0] / kappa_num[4.0] > 3.8
print(f"model insulator: period 0.25 nm, gap = {ins.gap * HARTREE_EV:.2f} eV")
print("  kappa at 1, 2, 4, 8 nm = "
      + ", ".join(f"{kappa_ins[L]:.3f}" for L in lengths))

# Shape of the cell.
eps_side = eps_lindhard(2 * np.pi * BOHR_NM / WIDTH_NM)
edge = (WIDTH_NM**2 * 8)**(1 / 3)
assert eps_side < kappa_tf(1.0)
print(f"dielectric value at 2 pi/({WIDTH_NM} nm) = {eps_side:.3f}")
print(f"cube of same volume as {WIDTH_NM} x {WIDTH_NM} x 8 nm: "
      f"edge = {edge:.3f} nm, N = {n_formula(kappa_tf(edge)):.0f}")

# Sizes of neglected effects.
qmin = 2 * np.pi * BOHR_NM / 8.0
qs = qmin * np.arange(1, int(10 * kf / qmin))
kappa_l = eps_lindhard(qs).max() / eps_lindhard(qs).min()
print(f"Lindhard change of kappa at 8 nm = "
      f"{100 * (eps_lindhard(qmin) / kappa_tf(8.0) - 1):.3f} %")
h = 1e-3
vxc = libxc.eval_xc('lda,vwn', n0 * np.array([1 - h, 1 + h]), deriv=1)[1][0]
vxc = np.asarray(vxc).ravel()
fxc = (vxc[1] - vxc[0]) / (2 * h * n0)
eps_xc = 1 + (1 + fxc * qs**2 / (4 * np.pi)) * (eps_lindhard(qs) - 1)
print(f"LDA kernel: smallest dielectric value = {eps_xc.min():.4f}, "
      f"kappa change = {100 * (eps_xc.max() / eps_xc.min() / kappa_l - 1):.2f} %")
lat = spectrum(Cell(2.0, plane_nm=0.2, plane_ev=0.5).dielectric())
hot = spectrum(Cell(2.0, smear_ev=0.5).dielectric())
print(f"lattice potential (coefficient 0.5 eV, period 0.2 nm), 2 nm cell: "
      f"kappa change = {100 * (lat[-1] / lat[0] / kappa_num[2.0] - 1):.2f} %")
print(f"smearing 0.5 eV instead of 0.1 eV, 2 nm cell: "
      f"kappa change = {100 * (hot[-1] / hot[0] / kappa_num[2.0] - 1):.3f} %")
print("PASS")
```

Running it gives:

```
electron density = 180 nm^-3
Fermi wavevector = 17.47 nm^-1
Fermi energy = 11.62 eV
Thomas-Fermi wavevector k_TF = 20.50 nm^-1
2 pi/k_TF = 0.3065 nm
error reduction = 1e-06, ln(1/tol) = 13.816
L = 1 nm: q_min = 6.2832 nm^-1, kappa formula = 11.65, computed = 11.53
  smallest eigenvalue = 1.0000, kappa with q^2/(q^2+k_TF^2) = 1.162
  best alpha = 0.15962, N formula = 80, N counted = 78
L = 2 nm: q_min = 3.1416 nm^-1, kappa formula = 43.58, computed = 43.47
  smallest eigenvalue = 1.0000, kappa with q^2/(q^2+k_TF^2) = 1.175
  best alpha = 0.04498, N formula = 301, N counted = 294
L = 4 nm: q_min = 1.5708 nm^-1, kappa formula = 171.33, computed = 171.21
  smallest eigenvalue = 1.0000, kappa with q^2/(q^2+k_TF^2) = 1.180
  best alpha = 0.01161, N formula = 1184, N counted = 1153
L = 8 nm: q_min = 0.7854 nm^-1, kappa formula = 682.33, computed = 682.18
  smallest eigenvalue = 1.0000, kappa with q^2/(q^2+k_TF^2) = 1.181
  best alpha = 0.00293, N formula = 4713 (no run)
largest deviation from Lindhard = 0.005 %
growth exponent of counted N, 1 to 2 nm = 1.914
growth exponent of counted N, 2 to 4 nm = 1.972
N/L^2 for long cells = 73.54 nm^-2
N at 8 nm from the L^2 law alone = 4706
stability limit of alpha at 2 nm = 0.04589
lowest-mode error after 10 steps at 0.9 limit = 0.101
lowest-mode error after 10 steps at 1.1 limit = 5.893
critical length at fixed alpha 0.1 = 1.336 nm
larger start at 2 nm: lowest potential wave = 1.98 eV
  alpha = 0.02294, N linear theory = 595, N counted = 580
N at 8 nm with alpha = 1/eps_max: 9420
model insulator: period 0.25 nm, gap = 7.95 eV
  kappa at 1, 2, 4, 8 nm = 3.194, 3.727, 3.928, 3.985
dielectric value at 2 pi/(0.4 nm) = 2.583
cube of same volume as 0.4 x 0.4 x 8 nm: edge = 1.086 nm, N = 93
Lindhard change of kappa at 8 nm = -0.017 %
LDA kernel: smallest dielectric value = 0.9618, kappa change = 3.93 %
lattice potential (coefficient 0.5 eV, period 0.2 nm), 2 nm cell: kappa change = -0.40 %
smearing 0.5 eV instead of 0.1 eV, 2 nm cell: kappa change = -0.146 %
PASS
```
